**Grain-boundary conductance at fixed misorientation and varying boundary plane**

The program examines low-angle boundaries with rotation θ about [001] in an fcc translation lattice, where the film normal is [110], the boundaries stand upright in the film, and ψ is the angle between the boundary normal and the rotation axis. The conductance through the film is K = A·D·2 sin(θ/2)·cos ψ/b, with core area A, screw-core diffusivity D and Burgers length b. It asserts that line counts from two rotated lattices agree with the predicted densities to within half a line, on random planes and on the ψ series. It also asserts that crossing pipes add to within 5% in a sheet model with narrow stripes, and that a time-marched pipe network reproduces the time-lag formula to within 1%. For the Σ3 misorientation it asserts that the (111) and (11-2) planes share the same 60° disorientation, and that a scan of rigid translations finds no twelve-neighbour structure for (11-2). In the example, at 3° and 673 K, K falls from 8.0e-23 cm³/s for the twist plane to zero for the tilt plane. Core size, diffusion prefactor and activation energies are round model inputs, and no diffusivity is computed for the Σ3 boundaries.

## Numerical check

```python
"""
Result under test: at fixed misorientation the boundary plane changes the
dislocation cores and the diffusive conductance of a grain boundary.
Low-angle model: rotation theta about c=[001] in an fcc translation lattice,
Burgers vectors b1=a/2[110], b2=a/2[-110], plane normal n.
Line vector of family i: n x g_i, g_i = 2 sin(theta/2) (b_i x c)/b^2
(length = line length per area, direction = line direction).
For n = cos(psi) c + sin(psi) [-110]/sqrt2 and film normal f=[110]/sqrt2:
  K_through = A D_screw 2 sin(theta/2) cos(psi)/b
  time lag  = h^2 (1+cos(psi)) / (6 D_screw cos(psi))
A: core area, D: core diffusivity, h: film thickness, K: excess conductance.
High-angle part: two planes of the same Sigma-3 misorientation.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.spatial.distance import cdist
from scipy.spatial.transform import Rotation

K_B = physical_constants["Boltzmann constant in eV/K"][0]
AXIS = np.array([0.0, 0.0, 1.0])
FILM = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
SIDE = np.array([-1.0, 1.0, 0.0]) / np.sqrt(2)
BURGERS = np.array([[0.5, 0.5, 0.0], [-0.5, 0.5, 0.0]])  # units of a


def line_vectors(normal, theta):
    """Line length per area and direction, lengths in units of a."""
    g = 2 * np.sin(theta / 2) * np.cross(BURGERS, AXIS) / 0.5
    return np.cross(normal, g)


def nearest_fcc(u):
    """Nearest fcc lattice vector to u (units of a)."""
    v = 2 * u
    k = np.rint(v)
    if int(k.sum()) % 2:
        i = np.argmax(np.abs(v - k))
        k[i] += 1.0 if v[i] > k[i] else -1.0
    return k / 2


def counted_lines(path, theta):
    """Signed number of b1 and b2 lines cut by path, from two lattices."""
    plus = Rotation.from_rotvec(AXIS * theta / 2).apply(path)
    minus = Rotation.from_rotvec(-AXIS * theta / 2).apply(path)
    return BURGERS @ nearest_fcc(plus - minus) / 0.5


def sheet_diffusivity(nx, ny, w, through, across, contrast=1e5):
    """Effective D along x of a periodic sheet with fast stripes."""
    d = np.ones((nx, ny))
    if through:
        d[:, :w] = contrast
    if across:
        d[:w, :] = contrast
    index = np.arange(nx * ny).reshape(nx, ny)
    rows, cols, vals = [], [], []
    rhs = np.zeros(nx * ny)
    for ax in (0, 1):
        dn = np.roll(d, -1, ax)
        k = (2 * d * dn / (d + dn)).ravel()
        i, j = index.ravel(), np.roll(index, -1, ax).ravel()
        rows += [i, j, i, j]
        cols += [i, j, j, i]
        vals += [k, k, -k, -k]
        if ax == 0:
            kx, ix, jx = k, i, j
            np.add.at(rhs, i, k)
            np.add.at(rhs, j, -k)
    mat = coo_matrix((np.concatenate(vals),
                      (np.concatenate(rows), np.concatenate(cols)))).tocsc()
    chi = np.zeros(nx * ny)
    chi[1:] = spsolve(mat[1:, 1:], rhs[1:])
    return np.mean(kx * (1 + chi[jx] - chi[ix]))


def marched_lag(cos_psi, d_through, d_across, crossings=10, per=20):
    """Time lag of a pipe network; horizontal-line spacing is 1."""
    dx, h = 1.0 / per, float(crossings)
    n_main = crossings * per - 1
    n_branch = int(round(per / 2 / cos_psi))
    total = n_main + 2 * crossings * n_branch
    cap = np.full(total, dx)
    mat = np.zeros((total, total))

    def link(i, j, g):
        mat[i, i] += g
        mat[j, j] += g
        mat[i, j] -= g
        mat[j, i] -= g

    for i in range(n_main - 1):
        link(i, i + 1, d_through / dx)
    last = n_main - 1
    mat[0, 0] += d_through / dx
    mat[last, last] += d_through / dx
    new = n_main
    for j in range(crossings):
        junction = j * per + per // 2 - 1
        for _ in range(2):
            cap[junction] += dx / 2
            previous = junction
            for _ in range(n_branch):
                link(previous, new, d_across / dx)
                previous = new
                new += 1
            cap[previous] = dx / 2  # symmetry point between through-pipes
    scale = h**2 / d_through
    dt, steps = scale / 100, 2000
    inverse = np.linalg.inv(np.diag(cap) + dt * mat)
    source = np.zeros(total)
    source[0] = dt * d_through / dx
    conc, passed = np.zeros(total), 0.0
    for _ in range(steps):
        conc = inverse @ (cap * conc + source)
        passed += dt * d_through / dx * conc[last]
    steady = d_through / h
    assert abs(d_through / dx * conc[last] / steady - 1) < 1e-6
    return steps * dt - passed / steady


# Line counts from rotated lattices: random planes, several angles
rng = np.random.default_rng(4)
worst_count = 0.0
for theta_deg in (1.0, 3.0, 8.0):
    angle = np.radians(theta_deg)
    for _ in range(40):
        n = rng.normal(size=3)
        n /= np.linalg.norm(n)
        e1 = np.cross(n, rng.normal(size=3))
        e1 /= np.linalg.norm(e1)
        for e in (e1, np.cross(n, e1)):
            path = 4000 * e
            predicted = np.cross(line_vectors(n, angle), n) @ path
            gap = np.max(np.abs(counted_lines(path, angle) - predicted))
            worst_count = max(worst_count, gap)
# A nearest-vector count can differ from a continuous density by one half
assert worst_count < 0.5 + 1e-6

# Planes containing the film normal: cosine law and core character
theta = np.radians(3.0)
for psi_deg in (0, 25, 50, 75, 90):
    psi = np.radians(psi_deg)
    n = np.cos(psi) * AXIS + np.sin(psi) * SIDE
    horizontal = np.cross(n, FILM)
    length = 20000.0
    threading = abs(counted_lines(length * horizontal, theta)[0])
    law = length * 2 * np.sin(theta / 2) * np.cos(psi) * np.sqrt(2)
    assert abs(threading - law) < 0.5 + 1e-6
    flat = abs(counted_lines(length * FILM, theta)[1])
    assert abs(flat - length * 2 * np.sin(theta / 2) * np.sqrt(2)) < 0.5001
    second = line_vectors(n, theta)[1]
    cosine = abs(second @ SIDE) / np.linalg.norm(second)
    assert abs(cosine - np.cos(psi)) < 1e-12
    assert abs(second @ FILM) < 1e-12

# Crossing pipes add; pipes lying across the flux do not carry it
spread = []
for nx, ny, w in ((40, 40, 4), (80, 80, 4), (80, 160, 4)):
    value = sheet_diffusivity(nx, ny, w, True, True)
    spread.append(value * ny / (w * 1e5) - 1)
assert 0 < spread[1] < 0.05 and 0 < spread[2] < 0.05
assert spread[1] < spread[0]
blocked = sheet_diffusivity(80, 80, 4, False, True)
assert abs(blocked * (1 - 4 / 80) - 1) < 1e-3

# Time lag with horizontal pipes as side stores of different mobility
lag_errors = []
for cos_psi, d_across in ((1.0, 1.0), (0.5, 0.4)):
    lag = marched_lag(cos_psi, 1.0, d_across)
    formula = 100 * (1 + cos_psi) / (6 * cos_psi)
    lag_errors.append(lag / formula - 1)
assert max(np.abs(lag_errors)) < 0.01  # ten discrete crossings

# Same Sigma-3 misorientation on two planes
n111 = np.array([1.0, 1.0, 1.0]) / np.sqrt(3)
n112 = np.array([1.0, 1.0, -2.0]) / np.sqrt(6)
mirror = [np.eye(3) - 2 * np.outer(n, n) for n in (n111, n112)]
cubic = Rotation.create_group("O").as_matrix()
relation = mirror[0] @ mirror[1]
assert min(np.abs(relation - s).max() for s in cubic) < 1e-12
disorientation = []
for m in mirror:  # inversion is a lattice symmetry, so -m is the rotation
    traces = np.array([np.trace(-m @ s) for s in cubic])
    angles = np.degrees(np.arccos(np.clip((traces - 1) / 2, -1, 1)))
    disorientation.append(angles.min())
assert np.allclose(disorientation, 60.0, atol=1e-5)

grid = np.array(np.meshgrid(*[np.arange(-7, 8)] * 3)).reshape(3, -1).T
points = grid[grid.sum(axis=1) % 2 == 0] / 2.0
points = points[np.linalg.norm(points, axis=1) < 3.51]


def lowest_coordination(n, m, shift):
    """Fewest neighbours within 5% of nearest distance; 0 if overlapping."""
    lower = points[points @ n < 1e-9]
    upper = points @ m
    upper = upper[upper @ n > 1e-9] + shift
    atoms = np.vstack([lower, upper])
    centre = atoms[np.linalg.norm(atoms, axis=1) < 1.5]
    ratio = cdist(centre, atoms) * np.sqrt(2)
    if np.any((ratio > 1e-8) & (ratio < 0.85)):
        return 0
    return int(np.min(np.sum(np.abs(ratio - 1) < 0.05, axis=1)))


twin_neighbours = lowest_coordination(n111, mirror[0], np.zeros(3))
tilt_axis = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
best_112, translations = 0, 0
for s1 in np.linspace(-0.5, 0.5, 13) * np.sqrt(3):
    for s2 in np.linspace(-0.5, 0.5, 7) / np.sqrt(2):
        for s3 in np.linspace(0, 0.6, 7):
            move = s1 * n111 + s2 * tilt_axis + s3 * n112
            found = lowest_coordination(n112, mirror[1], move)
            best_112 = max(best_112, found)
            translations += 1
assert twin_neighbours == 12
assert 0 <= best_112 < 12

# Worked example: rough nitride lattice constant, round model parameters
a_nm, temperature, h_nm, column_nm = 0.424, 673.0, 20.0, 30.0
core_nm, prefactor = 1.0, 1e-3
e_screw, e_edge, e_lattice = 1.5, 1.3, 3.0
b_nm = a_nm / np.sqrt(2)
kt = K_B * temperature
d_screw, d_edge, d_lattice = [prefactor * np.exp(-e / kt)
                              for e in (e_screw, e_edge, e_lattice)]
area_nm2 = np.pi * core_nm**2 / 4
spacing = b_nm / (2 * np.sin(theta / 2))
unit_k = area_nm2 * 1e-14 / (spacing * 1e-7)
k_twist = unit_k * d_screw
print(f"Lattice constant {a_nm:.3f} nm, Burgers length {b_nm:.4f} nm")
print(f"Misorientation {np.degrees(theta):.1f} deg about [001]")
print(f"Temperature {temperature:.0f} K, kT {kt:.5f} eV")
print(f"Film thickness {h_nm:.0f} nm, column width {column_nm:.0f} nm")
print(f"Core diameter {core_nm:.1f} nm, core area {area_nm2:.4f} nm2")
print(f"Diffusion prefactor, all paths {prefactor:.1e} cm2/s")
print(f"Activation screw, edge, lattice: {e_screw:.1f}, {e_edge:.1f}, "
      f"{e_lattice:.1f} eV")
print(f"Screw-core diffusivity {d_screw:.3e} cm2/s")
print(f"Edge-core diffusivity {d_edge:.3e} cm2/s")
print(f"Lattice diffusivity {d_lattice:.3e} cm2/s")
print(f"Line spacing b/(2 sin(theta/2)) {spacing:.3f} nm")
for psi_deg in (0, 30, 60, 80, 89, 90):
    n = (np.cos(np.radians(psi_deg)) * AXIS
         + np.sin(np.radians(psi_deg)) * SIDE)
    lines = line_vectors(n, theta)
    density = abs(lines[0] @ FILM) / a_nm
    k_value = area_nm2 * 1e-14 * d_screw * density * 1e7
    if psi_deg == 90:
        k_value, density = abs(round(k_value, 30)), abs(round(density, 12))
    print(f"psi {psi_deg:2d} deg: K_through {k_value:.3e} cm3/s, "
          f"threading lines per facet {density * column_nm:.3f}")
print(f"Along-film K, twist (screw) {k_twist:.3e} cm3/s")
print(f"Along-film K, tilt (edge) {unit_k * d_edge:.3e} cm3/s")
print(f"Along-film ratio tilt/twist {d_edge / d_screw:.2f}")
same = 2 * np.degrees(np.arcsin(0.5 * np.sin(theta / 2)))
print(f"Twist angle with the K_through of psi=60 deg: {same:.3f} deg")
film_d = 2 * k_twist / (column_nm * 1e-7)
print(f"Film-average D, all facets twist (2K/width) {film_d:.3e} cm2/s")
pipe_lag = (h_nm * 1e-7)**2 / (6 * d_screw)
print(f"Time lag isolated screw pipe {pipe_lag:.1f} s")
print(f"Time lag twist grid, psi=0 {2 * pipe_lag:.1f} s")
print(f"Time lag psi=60 deg {3 * pipe_lag:.1f} s")
print("Neglected effects for these numbers:")
cells = 120
w_cells = int(round(cells * core_nm / spacing))
junction = sheet_diffusivity(cells, cells, w_cells, True, True)
junction = junction * cells / (w_cells * 1e5) - 1
print(f"Core diameter / line spacing {core_nm / spacing:.3f}")
print(f"Junction spreading raises K (sheet model) by {100 * junction:.2f} %")
k_wall = core_nm * 1e-7 * d_lattice / (1 - core_nm / spacing)
print(f"Lattice path through tilt wall, K {k_wall:.2e} cm3/s")
print(f"Lattice path / twist K {k_wall / k_twist:.2e}")
reach = np.sqrt(d_lattice * 3600) * 1e7
print(f"Lattice penetration sqrt(D t) in 1 h {reach:.2e} nm")
print(f"K from 1 deg plane error at tilt, of twist K "
      f"{100 * np.sin(np.radians(1)):.2f} %")
one_line = np.degrees(np.arccos(spacing / column_nm))
print(f"psi with one threading line per facet {one_line:.1f} deg")
print(f"Discrete crossings change twist lag by about "
      f"{100 * spacing**2 / (4 * h_nm**2):.1f} %")
print(f"0.1 eV activation error changes D by factor {np.exp(0.1 / kt):.2f}")
print("Tests:")
print(f"Largest line-count gap {worst_count:.3f} lines (limit 0.5)")
print(f"Sheet excess over pipe sum, core/spacing 0.10 and 0.05: "
      f"{100 * spread[0]:.2f} %, {100 * spread[1]:.2f} %")
print(f"Network lag minus formula, psi 0 and 60 deg: "
      f"{100 * lag_errors[0]:.2f} %, {100 * lag_errors[1]:.2f} %")
print(f"Sigma-3 disorientation on (111), (11-2): "
      f"{disorientation[0]:.2f}, {disorientation[1]:.2f} deg")
print(f"Lowest neighbour count, (111) twin: {twin_neighbours}")
print(f"Lowest neighbour count, (11-2), best of {translations} "
      f"translations: {best_112}")
print("verified")
```

It prints:

```
Lattice constant 0.424 nm, Burgers length 0.2998 nm
Misorientation 3.0 deg about [001]
Temperature 673 K, kT 0.05799 eV
Film thickness 20 nm, column width 30 nm
Core diameter 1.0 nm, core area 0.7854 nm2
Diffusion prefactor, all paths 1.0e-03 cm2/s
Activation screw, edge, lattice: 1.5, 1.3, 3.0 eV
Screw-core diffusivity 5.851e-15 cm2/s
Edge-core diffusivity 1.840e-13 cm2/s
Lattice diffusivity 3.423e-26 cm2/s
Line spacing b/(2 sin(theta/2)) 5.727 nm
psi  0 deg: K_through 8.024e-23 cm3/s, threading lines per facet 5.239
psi 30 deg: K_through 6.949e-23 cm3/s, threading lines per facet 4.537
psi 60 deg: K_through 4.012e-23 cm3/s, threading lines per facet 2.619
psi 80 deg: K_through 1.393e-23 cm3/s, threading lines per facet 0.910
psi 89 deg: K_through 1.400e-24 cm3/s, threading lines per facet 0.091
psi 90 deg: K_through 0.000e+00 cm3/s, threading lines per facet 0.000
Along-film K, twist (screw) 8.024e-23 cm3/s
Along-film K, tilt (edge) 2.524e-21 cm3/s
Along-film ratio tilt/twist 31.46
Twist angle with the K_through of psi=60 deg: 1.500 deg
Film-average D, all facets twist (2K/width) 5.349e-17 cm2/s
Time lag isolated screw pipe 113.9 s
Time lag twist grid, psi=0 227.9 s
Time lag psi=60 deg 341.8 s
Neglected effects for these numbers:
Core diameter / line spacing 0.175
Junction spreading raises K (sheet model) by 5.01 %
Lattice path through tilt wall, K 4.15e-33 cm3/s
Lattice path / twist K 5.17e-11
Lattice penetration sqrt(D t) in 1 h 1.11e-04 nm
K from 1 deg plane error at tilt, of twist K 1.75 %
psi with one threading line per facet 79.0 deg
Discrete crossings change twist lag by about 2.0 %
0.1 eV activation error changes D by factor 5.61
Tests:
Largest line-count gap 0.497 lines (limit 0.5)
Sheet excess over pipe sum, core/spacing 0.10 and 0.05: 2.22 %, 1.11 %
Network lag minus formula, psi 0 and 60 deg: 0.25 %, 0.33 %
Sigma-3 disorientation on (111), (11-2): 60.00, 60.00 deg
Lowest neighbour count, (111) twin: 12
Lowest neighbour count, (11-2), best of 637 translations: 9
verified
```
